Logarithmic frequency response of a narrow heater on a thick solid

**1. What dimensions and symmetry fix**

A straight metal strip of width 2b and length L lies on the flat surface of a thick, homogeneous, isotropic solid. Part of the heat it releases oscillates at angular frequency ω with amplitude P. The solid has thermal conductivity κ, heat capacity per volume C and diffusivity D = κ/C, all taken as constant. The required quantity is the complex amplitude Θ of the strip's mean temperature oscillation, defined by

T_osc(t) = Re[Θ exp(iωt)], for power P cos ωt.

Re Θ is the in-phase part. A negative Im Θ means that the temperature lags the power.

The heat equation is linear, and for a long strip the length enters through P/L alone. The combination P/(Lκ) is a temperature. From D, ω and b one dimensionless number can be formed, so

Θ = [P/(Lκ)] F(β),  β = ωb²/D.

The thermal depth is δ = √(D/ω), hence β = (b/δ)². Suppose b ≪ δ. At distances r between b and δ, little heat is stored inside the half-cylinder of radius r, so nearly the full power crosses its area πrL:

−κ πrL dΘ/dr = P, so Θ(r₁) − Θ(r₂) = [P/(πLκ)] ln(r₂/r₁).

Widening the strip by a factor s removes the innermost part of this drop and lowers Θ by [P/(πLκ)] ln s. Thus b ∂F/∂b = −1/π. Since F depends on b and ω through ωb², b ∂F/∂b = 2ω ∂F/∂ω, and therefore

d Re Θ/d ln ω → −P/(2πLκ) for β → 0.  (1)

The factor 2 arises because δ varies as the square root of 1/ω. The straight line is an asymptote of the response. The following sections supply its constant, its phase and its errors.

**2. Power and frequency conventions**

For a current I₀ cos ω_I t in a resistance R, the Joule power is

I₀²R cos² ω_I t = (I₀²R/2)(1 + cos 2ω_I t).

The thermal frequency is therefore ω = 2ω_I, and P = I₀²R/2. This amplitude equals the mean power and is half the peak power. Plotting against ln ω_I shifts the line by ln 2 but keeps its slope. For a base-10 logarithm the slope per decade is (1) multiplied by ln 10.

The mean power produces a separate steady temperature rise, which linearity allows us to leave out. We also assume no heat loss from the surface, and negligible heat storage in the metal. For metal thickness h and heat capacity C_h, the latter requires ωC_h·2bLh|Θ| ≪ P.

**3. The line source**

Let energy E per unit length be released at t = 0 along a line on the surface. The temperature rise is

T(r,t) = [E/(2πκt)] exp(−r²/4Dt).

To verify this, write u = exp(−r²/4Dt)/t. Then

∂u/∂t = u[r²/(4Dt²) − 1/t],
∂²u/∂r² + (1/r)∂u/∂r = u[r²/(4D²t²) − 1/(Dt)].

D times the second line equals the first, so the heat equation holds. No heat crosses the surface, because the flow is radial. The stored energy is C∫₀^∞ T πr dr = [CE/(2κt)]·2Dt = E, as required.

A line power (P/L)exp(iωt) is a succession of such pulses. Adding those of every age τ and dividing by exp(iωt) gives

Θ_line(r) = [P/(πLκ)] · ½∫₀^∞ exp(−iωτ − r²/4Dτ) dτ/τ.

The integral is a modified Bessel function, defined for positive z by

K₀(z) = ½∫₀^∞ exp(−s − z²/4s) ds/s.

To see this, first replace iω by a positive number p and set s = pτ, which gives z = r√(p/D). Both sides are analytic for Re p > 0 and continuous up to p = iω. Hence

Θ_line(r) = [P/(πLκ)] K₀(qr),  q = √(iω/D) = exp(iπ/4)/δ.  (2)

The root with positive real part gives decay away from the heater.

**4. Small distances**

The substitution s → z²/(4s) exchanges the ranges below and above s = z/2 and leaves the integrand unchanged. The two halves are equal, so

K₀(z) = ∫_{z/2}^∞ exp(−s − z²/4s) ds/s.

Replacing exp(−z²/4s) by 1 makes an error of at most ∫_{z/2}^∞ z²/(4s²) ds = z/2, which vanishes with z. Integration by parts then gives, with x = z/2,

∫_x^∞ e^(−s) ds/s = −e^(−x) ln x + ∫_x^∞ e^(−s) ln s ds → −ln x − γ,

where γ = −∫₀^∞ e^(−s) ln s ds is Euler's constant.

The next terms follow from the radial heat equation, K₀″ + K₀′/z = K₀. Let ℓ = ln(z/2) + γ and try K₀ = −ℓ + z²(Aℓ + B). The radial operator turns ℓ into 0, z² into 4, and z²ℓ into 4ℓ + 4. Matching to −ℓ on the right gives 4A = −1 and 4A + 4B = 0, so

K₀(z) = −ℓ + (z²/4)(1 − ℓ) + terms of order z⁴ ln z.  (3)

The series is analytic away from the cut of the logarithm, so it also holds at z = qr, where ln(qr/2) = ln(r/2δ) + iπ/4.

**5. Averaging over the strip**

The logarithm diverges at r = 0, so a real width is needed. Let the power be uniform across the strip, and let the measured temperature be the average across it. Equation (2) must then be averaged over the separation r of two independent points on a segment of length w = 2b. The probability density of r is 2(w − r)/w². With r = wu,

⟨ln r⟩ = ln w + 2∫₀¹(1 − u) ln u du = ln w + 2(−1 + 1/4) = ln 2b − 3/2,
⟨r²⟩ = 2w²(1/3 − 1/4) = w²/6 = 2b²/3,
⟨r² ln r⟩ = (w²/6) ln w + 2w²(−1/9 + 1/16) = (2b²/3)(ln 2b − 7/12).

The leading term of (3) becomes

−ln(q/2) − γ − ln 2b + 3/2 = 3/2 − γ − ln(qb).

Since ln(qb) = ½ ln β + iπ/4, the asymptotic response is

Θ ≈ [P/(πLκ)] [3/2 − γ − ½ ln β − iπ/4].  (4)

Differentiating the real part confirms (1). The out-of-phase part tends to the constant −P/(4Lκ). Both come from one term, −½ ln(iω), so the phase offers a second route to κ that needs no slope. The constant 3/2 − γ = 0.923 belongs to uniform power. A metal strip that conducts well sideways tends to be isothermal across its width, and the constant then becomes 2 ln 2 − γ = 0.809. The asymptotic slope and phase are unchanged, but an offset taken from (4) carries this uncertainty.

The amplitude |Θ| should not replace Re Θ in the fit. With Im Θ constant, d|Θ|/d ln ω equals the correct slope times Re Θ/|Θ|, which is below one and varies with frequency.

**6. Finite width and the high-frequency limit**

Averaging the second term of (3), with q²b² = iβ, gives

(q²/4)(2b²/3)[1 − γ − ln(q/2) − ln 2b + 7/12]
= (iβ/6)[19/12 − γ − ½ ln β − iπ/4].

Its real part is πβ/24, so

d Re Θ/d ln ω = −[P/(2πLκ)] (1 − πβ/12 + …).  (5)

A finite width therefore makes the slope too shallow and the inferred conductivity too high.

For β ≫ 1 the heat instead flows straight down from the strip. The flux condition κqΘ·2bL = P gives

Θ ≈ P/(2bLκq) = Pδ exp(−iπ/4)/(2bLκ).

This falls as ω^(−1/2), and the ratio of its local in-phase slope to (1) is π/(2√2 √β). At β = 10 the ratio is 0.351; quadrature of the full strip average gives 0.353. At β = 1, between the limits, the slope is already down to 0.81 of its asymptotic value.

**7. Heater ends**

A point source of unit power on the surface produces exp(−qR)/(2πκR): this satisfies the heat equation away from the source, and the flux through a small hemisphere is 1. Distribute power P/L along the heater and average the temperature over the same length. Pairs of points at separation y carry the weight 2(1 − y/L), so

Θ = [P/(πLκ)] ∫₀^L (1 − y/L) exp(−qR)/R dy,  R² = r² + y².

For L ≫ δ the upper limit can be moved to infinity with an exponentially small error. The first term is then an infinite line of point sources, which is K₀(qr) by (2). In the second, y dy = R dR, and the integral is exp(−qr)/q. Therefore

K₀(qr) is replaced by K₀(qr) − exp(−qr)/(qL).

For r ≪ δ the frequency-dependent real part of the added term is −δ/(√2 L). Because dδ/d ln ω = −δ/2, the slope magnitude falls by the fraction δ/(√2 L). This error is largest at low frequency, whereas the width error is largest at high frequency.

Voltage taps placed many δ inside the heated ends suppress the end error, since the missing sources act through exp(−qR). L is then the distance between the taps, and P is the power released between them.

**8. Finite thickness**

Let the solid have thickness d and an insulated back. Reflection in its two faces puts equal image lines at depths ±2d, ±4d and so on. For b ≪ d they add

2 Σ K₀(2nqd), n = 1, 2, …  (6)

to the bracket in (4). A back held at fixed temperature gives the same sum with factors (−1)ⁿ.

For large z, the exponent s + z²/4s in K₀ has its minimum z at s = z/2, with second derivative 4/z. The Gaussian integral gives K₀(z) ≈ √(π/2z) exp(−z). The first image is thus reduced by exp(−√2 d/δ), and its phase is −(√2 d/δ + π/8). It can raise or lower the in-phase temperature, depending on d/δ.

In the opposite limit, b ≪ d ≪ δ ≪ L, heat spreads sideways through the plate. Half the power goes each way, κqΘLd = P/2, and Θ ≈ P/(2Ldκq). The logarithm is lost at low frequency too. The usable window is b ≪ δ ≪ d, L.

**9. A poorly conducting film under the heater**

Let a thin film lie between the strip and the solid, with thickness t ≪ b and thermal conductivity κ_f ≪ κ. If t is also far below the film's own thermal depth, the flux P/(2bL) passes almost straight through it and adds

ΔΘ_f = Pt/(2bLκ_f).  (7)

This is real and independent of frequency. To this order, the slope gives the conductivity of the substrate, and the film appears in the offset. To find κ_f, subtract the real part of (4), evaluated with the substrate's κ and D, from the measured in-phase value and apply (7). A thermal contact resistance adds an offset of the same form, so one film thickness cannot separate the two.

**10. Worked example**

The model values are κ = 10 W/(m K), C = 2×10⁶ J/(m³ K), 2b = 10 µm and L = 5 mm. They give D = 5×10⁻⁶ m²/s. With I₀ = 0.1 A and R = 20 Ω,

P = ½(0.1)²(20) = 0.1 W,
P/(πLκ) = 0.1/(π × 0.005 × 10) = 0.6366 K.

The asymptotic slope is half of this with a minus sign: −0.3183 K per unit of ln ω, or −0.7329 K per decade.

At a thermal frequency of 100 Hz, β = 0.00314 and δ = 89.2 µm. Equation (4) gives

Re Θ ≈ 0.6366 × [0.9228 + 2.8815] = 2.422 K.

The full strip average agrees to the digits shown. At 1000 Hz, β = 0.0314, and the average is 1.6915 K against 1.6890 K from the straight line. The difference has the sign and size of the πβ/24 term.

Two in-phase readings give the conductivity:

κ_app = −P ln(ω₂/ω₁)/{2πL[Re Θ₂ − Re Θ₁]}.  (8)

For readings between inner taps, at 100 and 1000 Hz,

κ_app = 0.1 × 2.3026/[2π × 0.005 × (2.42215 − 1.69154)] = 10.03 W/(m K).

The excess of 0.3% over the input value is the width error. Integrating (5) between the two frequencies gives

κ_app/κ = 1/{1 − π(β₂ − β₁)/[12 ln(ω₂/ω₁)]} = 1.003,

which can be used as a correction only if the metal itself can be ignored. A resistance of 20 Ω for this strip means 0.04 Ω per square, about 0.6 µm of gold. With C_h = 2.5×10⁶ J/(m³ K), the storage ratio of section 2 is then 0.8% at 1000 Hz, and (8) would return about 9.94 W/(m K), an error larger than the width error and of opposite sign. Such a strip is also nearly isothermal across its width, which lowers Re Θ at 100 Hz by about 0.07 K. The other numbers in this section are for the idealised heater. The out-of-phase value at 100 Hz, −0.4987 K, gives κ ≈ P/(4L|Im Θ|) = 10.03 W/(m K) as well. At 1000 Hz it gives 10.19 W/(m K), so the phase route is more sensitive to width there.

If the whole heated length is measured, (8) returns 10.11 W/(m K). At 100 Hz the end error alone reduces the local slope by 89.2 µm/(√2 × 5 mm) = 1.3%.

If the solid is only 0.2 mm thick with an insulated back, and inner taps are used, (8) returns 10.43 W/(m K). Here d/δ = 2.24 at 100 Hz. The large-z formula of section 8 gives the first image a phase of about −(3.17 + 0.39) = −3.56 rad, whose cosine is negative. It lowers the 100 Hz reading, reduces the difference between the readings and raises κ_app.

A film with t = 0.2 µm and κ_f = 0.2 W/(m K) adds, by (7),

0.1 × 2×10⁻⁷/(10⁻⁵ × 0.005 × 0.2) = 2.00 K.

A direct finite-volume solution of the heat equation, with the film present and given the substrate's heat capacity per volume, yields an offset of 1.97 K at 100 Hz, 1.3% below the value from (7). Using 1.97 K in (7) would overestimate κ_f by about 1.3%. In the same solution, the film makes the slope between 100 and 1000 Hz 0.6% steeper.

Without the film, the same solution gives 0.997 of the asymptotic slope between 100 and 1000 Hz. This tests the factor in (1) without using a Bessel function. The remaining values are in the numerical output.

**11. Reading the temperature electrically**

Let R be the heater resistance at its mean temperature. With the oscillation the resistance is R(1 + αT_osc), where α|Θ| ≪ 1, so that its variation changes the power only by a fraction of order α|Θ|. That fraction depends on frequency and therefore enters the slope. For the worked example at fixed current amplitude and α = 3×10⁻³ K⁻¹, (8) applied to the 3ω_I readings returns about 9.85 instead of 10.03 W/(m K). The shift scales as I₀² and is neglected below. The oscillating temperature adds the voltage

I₀Rα cos(ω_I t) Re[Θ exp(2iω_I t)]
= ½I₀Rα Re[Θ exp(3iω_I t) + Θ exp(iω_I t)].

The component at 3ω_I has the complex amplitude V₃ = ½I₀RαΘ. Hence Re Θ = 2 Re V₃/(I₀Rα), with the current as phase reference and I₀ as its amplitude. If a meter returns root-mean-square values, convert both V₃ and I₀ to amplitudes before using P = I₀²R/2 and (8).

Choose frequencies for which δ is several times b and much smaller than d and the distance from taps to heater ends. Then check that the in-phase points lie on a line and that the out-of-phase part is nearly constant. Upward curvature at the high end is the sign expected from finite width alone. Heat stored in the metal or in a film bends the line the other way and can cancel or reverse it, so a straight line does not prove that both errors are absent. A drift at the low end points to the back surface or the heater ends.

Computed values

```
Conductivity: 10.000 W/(m K)
Volumetric heat capacity: 2.000e+06 J/(m^3 K)
Diffusivity: 5.000e-06 m^2/s
Heater full width: 10.00 micrometre
Heater length: 5.00 mm
Current amplitude: 0.100 A
Heater resistance: 20.00 ohm
Oscillating power amplitude: 0.1000 W
Temperature scale P/(pi L kappa): 0.63662 K
Asymptotic slope per unit ln frequency: -0.31831 K
Asymptotic slope per decade: -0.73294 K
Asymptotic out-of-phase part: -0.50000 K
Constant 3/2 - gamma: 0.922784 (dimensionless)
Thermal frequency 100 Hz: beta 0.003142, delta 89.21 micrometre
  in phase 2.42215 K; asymptote 2.42189 K; out of phase -0.49870 K
Thermal frequency 200 Hz: beta 0.006283, delta 63.08 micrometre
  in phase 2.20178 K; asymptote 2.20126 K; out of phase -0.49764 K
Thermal frequency 500 Hz: beta 0.015708, delta 39.89 micrometre
  in phase 1.91089 K; asymptote 1.90959 K; out of phase -0.49486 K
Thermal frequency 1000 Hz: beta 0.031416, delta 28.21 micrometre
  in phase 1.69154 K; asymptote 1.68896 K; out of phase -0.49087 K
Inferred kappa, inner taps: 10.0318 W/(m K)
Inferred kappa, whole length: 10.1075 W/(m K)
Thin substrate thickness: 0.200 mm
Inferred kappa, thin substrate: 10.4271 W/(m K)
End-effect slope reduction at 100 Hz: 1.262 %
Width slope reduction at 1000 Hz: 0.822 %
Finite-volume slope / asymptotic slope: 0.99741
Film thickness: 0.200 micrometre
Film conductivity: 0.200 W/(m K)
Film offset, formula: 2.0000 K
Film offset, finite volume at 100 Hz: 1.9743 K
Slope with film / slope without: 1.00607
Local slope / asymptotic slope at beta 0.01: 0.99740
Local slope / asymptotic slope at beta 0.10: 0.97528
Local slope / asymptotic slope at beta 1.00: 0.81164
Local slope / asymptotic slope at beta 10.00: 0.35308
```
